\section*{Cosine exchange energy of two cells against a continuous uniform rotation}

\section*{Problem}

A micromagnetic model describes a magnet by a magnetization of fixed length $M_s$ and variable direction $\mathbf m$, with $|\mathbf m|=1$. Its exchange energy is
\begin{equation}
E=A\int |\nabla\mathbf m|^2\,dV,\qquad
|\nabla\mathbf m|^2=\sum_{k=x,y,z}|\nabla m_k|^2,
\label{eq:density}
\end{equation}
where $A$ is the exchange stiffness. A finite-difference calculation stores one direction per cell and replaces the derivatives by differences between neighbours.

Take two neighbouring cells whose centres are a distance $d$ apart along $x$ and whose common face has area $S$. Their directions $\mathbf m_1$ and $\mathbf m_2$ enclose an angle $\theta$ between $0$ and $\pi$. Nothing varies along $y$ and $z$, and no further cell is coupled to the pair.

\begin{enumerate}
\item[(a)] Find the exchange energy $E_{\rm cell}$ of the pair, using the standard three-point second difference along $x$.
\item[(b)] Find the energy $E_{\rm cont}$ of a continuous uniform rotation from $\mathbf m_1$ to $\mathbf m_2$ between the cell centres. Can another continuous path with $|\mathbf m|=1$ cost less?
\item[(c)] Compare the two energies at $\theta=90^\circ$, as a percentage of $E_{\rm cont}$. Evaluate both for cubic cells with $d=5.0$ nm and $A=13$ pJ/m.
\item[(d)] Which vector field between the centres has the energy $E_{\rm cell}$, and why is it not an allowed magnetization?
\item[(e)] How does the discrepancy behave at small angles, and at what angle is it 1 percent?
\item[(f)] Compare the torques $dE/d\theta$. At what angle is the torque of the cell pair largest?
\end{enumerate}

The value of $A$, and $M_s=800$ kA/m used later, are rough values for a Permalloy-like soft magnet.

\section*{Hints}

\begin{enumerate}
\item[(a)] Since $|\mathbf m|^2=1$, its gradient vanishes. Use this to write $|\nabla\mathbf m|^2$ in terms of $\mathbf m\cdot\nabla^2\mathbf m$. At a free end, let the missing neighbour be a copy of the end cell.
\item[(b)] Put the rotation in a plane and let its angle grow linearly with $x$. For the second question, think of $\mathbf m(x)$ as a point moving on the unit sphere, with $x$ as time.
\item[(c)] The material and the cell size enter both energies through the same factor.
\item[(d)] Express $|\mathbf m_2-\mathbf m_1|^2$ through $\theta$.
\item[(e)] Expand the cosine to sixth order.
\item[(f)] Keep the rotation uniform while its end angle changes.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The cell pair}

For each component, $\nabla\cdot(m_k\nabla m_k)=|\nabla m_k|^2+m_k\nabla^2m_k$. Summed over $k$, the left side is $\tfrac12\nabla^2|\mathbf m|^2=0$. Therefore
\begin{equation}
|\nabla\mathbf m|^2=-\mathbf m\cdot\nabla^2\mathbf m
\label{eq:lap}
\end{equation}
at every point where $\mathbf m$ is smooth.

Adding the Taylor expansions of $\mathbf m(x+d)$ and $\mathbf m(x-d)$ cancels the odd derivatives and gives
\begin{equation}
\frac{d^2\mathbf m}{dx^2}\approx
\frac{[\mathbf m(x+d)-\mathbf m(x)]+[\mathbf m(x-d)-\mathbf m(x)]}{d^2}.
\end{equation}
Each neighbour contributes one bracket. Cell 1 has a real neighbour on one side; on the free side the copied neighbour gives a zero bracket. With cell volume $Sd$, the energy assigned to cell 1 is
\begin{equation}
E_1=-A\,Sd\;\mathbf m_1\cdot\frac{\mathbf m_2-\mathbf m_1}{d^2}
=\frac{AS}{d}(1-\cos\theta),
\end{equation}
because $\mathbf m_1\cdot\mathbf m_2=\cos\theta$ and $\mathbf m_1\cdot\mathbf m_1=1$. Cell 2 receives the same amount by symmetry, so
\begin{equation}
E_{\rm cell}=\frac{2AS}{d}(1-\cos\theta).
\label{eq:cell}
\end{equation}
The factor 2 comes from the two cells, each of which sees the other. In \eqref{eq:cell} the pair is counted once, with its whole energy.

\subsection*{(b) The continuous rotation}

Choose axes in the plane of the two directions and write
\begin{equation}
\mathbf m(x)=(\cos\varphi,\sin\varphi,0),\qquad \varphi(x)=\frac{\theta x}{d},\qquad 0\le x\le d.
\end{equation}
These components refer to the magnetization; the plane of rotation need not contain the $x$ direction of space, since exchange depends on relative angles alone. The derivative is $\mathbf m'=\varphi'(-\sin\varphi,\cos\varphi,0)$, so $|\mathbf m'|^2=\varphi'^2=\theta^2/d^2$. Integrating over the volume $Sd$ between the centres gives
\begin{equation}
E_{\rm cont}=A\,\frac{\theta^2}{d^2}\,Sd=\frac{AS}{d}\,\theta^2 .
\label{eq:cont}
\end{equation}
The outer halves of the two cells are uniform and add nothing, so the comparison with \eqref{eq:cell} covers the same material.

No other path with the same ends costs less. The path traced by $\mathbf m(x)$ on the unit sphere has length $L=\int_0^d|\mathbf m'|\,dx$, and the shortest path between two points at angle $\theta$ is the great-circle arc, so $L\ge\theta$. The Cauchy--Schwarz inequality, applied to $|\mathbf m'|$ and the constant 1, gives
\begin{equation}
\theta^2\le L^2=\left(\int_0^d|\mathbf m'|\cdot1\,dx\right)^2
\le d\int_0^d|\mathbf m'|^2dx .
\end{equation}
Multiplication by $AS/d$ yields $E\ge AS\theta^2/d=E_{\rm cont}$. Equality requires the shortest arc and constant speed. For $\theta<\pi$ this is the uniform rotation above; at $\theta=\pi$ there are many equally short arcs, with the same energy. A cell energy below $E_{\rm cont}$ therefore cannot be matched by any continuous magnetization of fixed length with these ends.

\subsection*{(c) The comparison at a right angle}

Dividing \eqref{eq:cell} by \eqref{eq:cont} and using $1-\cos\theta=2\sin^2(\theta/2)$,
\begin{equation}
R(\theta)=\frac{E_{\rm cell}}{E_{\rm cont}}
=\frac{2(1-\cos\theta)}{\theta^2}
=\left[\frac{\sin(\theta/2)}{\theta/2}\right]^2 .
\label{eq:ratio}
\end{equation}
The factor $AS/d$ has cancelled. At $\theta=\pi/2$ the cosine vanishes and
\begin{equation}
R\!\left(\frac{\pi}{2}\right)=\frac{2}{(\pi/2)^2}=\frac{8}{\pi^2}=0.8106,
\qquad 1-R=0.1894 .
\end{equation}
The cosine formula underestimates the energy of the uniform rotation by 19 percent of the latter. Relative to the cosine energy, the same difference is 23 percent.

For cubic cells $S=d^2$, so $AS/d=Ad=0.4057$ eV. Then
\begin{align}
E_{\rm cell}&=2\times0.4057\ {\rm eV}=0.811\ {\rm eV}=1.300\times10^{-19}\ {\rm J},\\
E_{\rm cont}&=\frac{\pi^2}{4}\times0.4057\ {\rm eV}=1.001\ {\rm eV}=1.604\times10^{-19}\ {\rm J}.
\end{align}
The missing energy is 0.190 eV. With fixed $A$ and $\theta$ it grows in proportion to the edge of the cube, while the percentage stays the same.

\subsection*{(d) Chord and arc}

The squared distance between the tips of the two unit vectors is
\begin{equation}
|\mathbf m_2-\mathbf m_1|^2=1+1-2\cos\theta=2(1-\cos\theta).
\end{equation}
Hence $E_{\rm cell}=(AS/d)|\mathbf m_2-\mathbf m_1|^2$. This is the energy of the straight interpolation
\begin{equation}
\mathbf u(x)=\left(1-\frac{x}{d}\right)\mathbf m_1+\frac{x}{d}\,\mathbf m_2,
\qquad \mathbf u'=\frac{\mathbf m_2-\mathbf m_1}{d},
\end{equation}
when $\mathbf u$ is inserted for $\mathbf m$ in \eqref{eq:density}. The tip of $\mathbf u$ moves along the chord instead of the arc. At the midpoint
\begin{equation}
|\mathbf u|^2=\frac{|\mathbf m_1+\mathbf m_2|^2}{4}=\frac{2+2\cos\theta}{4}=\cos^2\frac{\theta}{2},
\end{equation}
so for $90^\circ$ the vector has shrunk to 0.707 of its proper length. The model forbids this. The discrepancy is the difference between a squared chord and a squared arc, and since a chord is shorter than its arc, the cosine energy is too low for every $\theta>0$ in the range considered.

\subsection*{(e) Small and large angles}

Insert $\cos\theta=1-\theta^2/2+\theta^4/24-\theta^6/720+\dots$ into \eqref{eq:ratio}:
\begin{align}
R&=\frac{2}{\theta^2}\left(\frac{\theta^2}{2}-\frac{\theta^4}{24}+\frac{\theta^6}{720}-\dots\right)
=1-\frac{\theta^2}{12}+\frac{\theta^4}{360}-\dots,\\
1-R&=\frac{\theta^2}{12}-\frac{\theta^4}{360}+\dots
\label{eq:small}
\end{align}
The two energies agree in the limit $\theta\to0$, which confirms that the factor 2 in \eqref{eq:cell} is right. The leading term puts a 1 percent deficit at $\theta=\sqrt{0.12}=0.346$ rad; solving with the full ratio gives $19.9^\circ$. At $90^\circ$ the leading term alone would give 20.6 percent, and two terms give 18.9 percent.

\begin{center}
\begin{tabular}{rcc}
$\theta$ & $R$ & deficit \\
$10^\circ$ & 0.9975 & 0.25\,\% \\
$30^\circ$ & 0.9774 & 2.3\,\% \\
$60^\circ$ & 0.9119 & 8.8\,\% \\
$90^\circ$ & 0.8106 & 18.9\,\% \\
$120^\circ$ & 0.6839 & 31.6\,\% \\
$180^\circ$ & 0.4053 & 59.5\,\%
\end{tabular}
\end{center}

In the opposite limit, $\theta=\pi$, the ratio is $4/\pi^2$. The cell pair then carries less than half of the energy of the continuous half-turn.

\subsection*{(f) Torques}

Differentiating \eqref{eq:cell} and \eqref{eq:cont} at fixed $A$, $S$ and $d$,
\begin{equation}
\frac{dE_{\rm cell}}{d\theta}=\frac{2AS}{d}\sin\theta,\qquad
\frac{dE_{\rm cont}}{d\theta}=\frac{2AS}{d}\,\theta .
\end{equation}
Both are positive: the energy rises as the directions open, so exchange pulls them together. At $90^\circ$ the values are 0.811 and 1.274 eV/rad, with ratio $2/\pi=0.637$. The torque is thus 36 percent too low, a larger relative error than that of the energy.

The sine is largest at $90^\circ$, so this is the angle of greatest torque in the cell pair. Beyond it the restoring torque weakens, whereas that of the continuous rotation keeps growing. At $180^\circ$ the cell torque is zero. The antiparallel pair sits at the maximum of \eqref{eq:cell}: it is a stationary state, but an unstable one as far as the exchange of this pair is concerned.

\subsection*{The numbers beside a real soft magnet}

A turn of $90^\circ$ within 5 nm is steep for a Permalloy-like film. It is a severe case. Such angles between neighbouring cells occur around a point singularity, where the directions on opposite sides can be opposite, and not in a wide domain wall. Where $\mathbf m$ turns in one plane, along a great circle, and nearly uniformly from cell to cell, keeping neighbours within about $20^\circ$ holds this exchange-energy error to 1 percent. The rule fails for a rotation on a cone, as in a spin wave or near a vortex core. With cone half-angle $\alpha$ and azimuthal step $\Delta\phi$, both energies carry the factor $\sin^2\alpha$, so the deficit is $1-R(\Delta\phi)$ however small the angle between neighbours: $\alpha=14^\circ$ and $\Delta\phi=90^\circ$ put neighbours $19.7^\circ$ apart, yet the deficit is 19 percent. That condition says nothing about errors in the magnetostatic energy.

Temperature is one thing the comparison leaves out. At 300 K, $k_BT=0.0259$ eV, so the missing energy is $7.3\,k_BT$. If a thermally activated reversal passed through such a configuration, and the whole error entered its barrier, the rate would be affected strongly, because the barrier stands in an exponent. Heating also changes $A$. If neighbouring moments fluctuate independently about their mean directions, the average of their scalar product is the product of their averages, proportional to $M_s^2\cos\theta$; hence $A\propto M_s^2$ in this mean-field picture. A rough 5 percent fall of $M_s$ between 300 and 400 K then lowers $A$ by $1-0.95^2$, about 10 percent, and $E_{\rm cont}$ by about 0.1 eV. Real neighbours fluctuate together, which softens this law: low-temperature classical spin waves on a nearest-neighbour fcc lattice give $A\propto M_s^{1.74}$, a fall of about 9 percent. Both energies fall by the same factor, so the 19 percent is unchanged. Crystal anisotropy is negligible here: a rough 500 J/m$^3$ times the cell volume is 0.0004 eV. Magnetostatic energy can matter, depending on the plane of rotation, and is treated in the second variation.

\section*{Variation 1: more cells over the same distance}

\textit{The end directions and the distance $d$ are held fixed, but the turn is divided into $n$ equal steps. What happens to the deficit?}

The spacing is now $d/n$ and the angle per step is $\theta/n$. Each of the $n$ pairs has the energy \eqref{eq:cell} with these replacements, so
\begin{equation}
E_n=n\,\frac{2AS}{d/n}\left(1-\cos\frac{\theta}{n}\right)
=\frac{2ASn^2}{d}\left(1-\cos\frac{\theta}{n}\right).
\end{equation}
Division by $AS\theta^2/d$ gives
\begin{equation}
\frac{E_n}{E_{\rm cont}}=\frac{2[1-\cos(\theta/n)]}{(\theta/n)^2}
=R\!\left(\frac{\theta}{n}\right),\qquad
1-\frac{E_n}{E_{\rm cont}}\approx\frac{\theta^2}{12n^2}.
\end{equation}
The deficit depends on the angle per step. For $\theta=90^\circ$ it is 18.9 percent with one step, 5.0 percent with two, 1.3 percent with four and 0.3 percent with eight. If the cells are also divided along $y$ and $z$, the areas of the parallel columns add up to $S$ again and the result stands.

The same formula tests the continuum reference, since a crystal is itself discrete. Consider an fcc crystal with a rough lattice constant of 0.355 nm, cosine coupling between nearest neighbours, and directions that vary from one (001) layer to the next. Bonds within a layer join parallel moments and cost nothing; bonds between adjacent layers all have the same angle. The layer spacing is half the lattice constant, so 5 nm holds about 28 steps. With $A$ defined by the small-angle energy, the deficit is $1-R(90^\circ/28)=0.026$ percent. Within this lattice model, the continuum energy is a sound reference, and the 19 percent is an error of the coarse cells.

\section*{Variation 2: does magnetostatics spoil the uniform rotation?}

\textit{Let the magnet be very wide along $y$ and $z$, with no applied field, and let the magnetization turn from the $x$ direction to the $y$ direction over $d=5$ nm. The end directions are held fixed. How far does the rotation depart from uniformity?}

Since everything depends on $x$ alone, $\nabla\cdot\mathbf B=0$ makes $B_x$ constant, and it is zero outside the magnet. From $B_x=\mu_0(H_x+M_x)=0$ follows $H_x=-M_x=-M_s\cos\varphi$. Without currents, $\nabla\times\mathbf H=0$ makes $H_y$ and $H_z$ constant along $x$, and since they vanish outside, they vanish inside too. The magnetostatic energy density is
\begin{equation}
-\frac{\mu_0}{2}\mathbf M\cdot\mathbf H=K\cos^2\varphi,\qquad
K=\frac{\mu_0M_s^2}{2}=402\ {\rm kJ/m^3}.
\end{equation}
Over the uniform quarter turn $\cos^2\varphi$ averages to $1/2$, so the column of volume $Sd$ holds $KSd/2=0.157$ eV. This is 16 percent of $E_{\rm cont}$, similar in size to the missing exchange energy, and it belongs in the total energy of this rotation. The value needs a magnet wide along both $y$ and $z$. In a film of thickness $t$ along $z$ the field escapes through the surfaces: for $M_x\propto\cos kx$ the energy is multiplied by $1-(1-e^{-kt})/(kt)$, about one half for $k=\pi/(2d)$ and $t=5$ nm.

The path now minimizes $S\int_0^d(A\varphi'^2+K\cos^2\varphi)\,dx$. The Euler--Lagrange equation is
\begin{equation}
2A\varphi''=\frac{d}{d\varphi}\left(K\cos^2\varphi\right)=-K\sin2\varphi .
\end{equation}
Write $\varphi=\pi x/(2d)+\delta(x)$ with $\delta(0)=\delta(d)=0$. For small $\delta$, evaluate the right side on the uniform path:
\begin{equation}
\delta''=-\frac{K}{2A}\sin\frac{\pi x}{d}
\quad\Rightarrow\quad
\delta=\delta_0\sin\frac{\pi x}{d},\qquad
\delta_0=\frac{Kd^2}{2\pi^2A}=\frac{1}{2\pi^2}\left(\frac{d}{\ell}\right)^2,
\end{equation}
where $\ell=\sqrt{A/K}=5.69$ nm is the exchange length. This gives $\delta_0=0.039$ rad. A numerical solution of the full equation gives a largest departure of $2.24^\circ$, in agreement. It is positive: the magnetization turns away from the costly $x$ direction a little early.

The exchange energy contains $\varphi'^2=(\pi/2d)^2+(\pi/d)\delta'+\delta'^2$. The middle term integrates to zero because $\delta$ vanishes at both ends. The last integrates to $\delta_0^2(\pi/d)^2d/2$, and the first to $\pi^2/(4d)$. Their ratio is
\begin{equation}
\frac{\Delta E_{\rm ex}}{E_{\rm cont}}
=\frac{\delta_0^2\pi^2/(2d)}{\pi^2/(4d)}=2\delta_0^2 ,
\end{equation}
or 0.3 percent, which the numerical solution confirms. Magnetostatics therefore adds appreciable energy here but hardly alters the exchange energy. The estimate fails once $d$ is well above $\ell$, where $\delta$ is no longer small. If the magnetization turns in the $yz$ plane instead, $M_x=0$ throughout, and in this geometry the magnetostatic energy vanishes.

The remaining values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
exchange stiffness A = 13.0 pJ/m (rough)
saturation magnetization Ms = 800 kA/m (rough)
cell edge and centre distance d = 5.0 nm
energy scale A*S/d = 0.4057 eV
cosine pair energy at 90 deg = 0.8114 eV = 1.3000e-19 J
uniform-rotation energy at 90 deg = 1.0010 eV = 1.6038e-19 J
missing energy = 0.1896 eV
ratio cosine/continuum at 90 deg = 0.8106
underestimate relative to continuum = 18.94 %
continuum excess relative to cosine = 23.37 %
leading estimate theta^2/12 at 90 deg = 20.56 %
two-term estimate at 90 deg = 18.87 %
angle  10 deg: ratio 0.9975, deficit 0.25 %
angle  30 deg: ratio 0.9774, deficit 2.26 %
angle  45 deg: ratio 0.9496, deficit 5.04 %
angle  60 deg: ratio 0.9119, deficit 8.81 %
angle  90 deg: ratio 0.8106, deficit 18.94 %
angle 120 deg: ratio 0.6839, deficit 31.61 %
angle 180 deg: ratio 0.4053, deficit 59.47 %
angle for 1 % deficit = 19.89 deg
midpoint length of straight interpolation = 0.7071
cosine torque at 90 deg = 0.8114 eV/rad
continuum torque at 90 deg = 1.2745 eV/rad
torque ratio at 90 deg = 0.6366
1 steps of 90.00 deg, spacing 5.000 nm: deficit 18.94 %
2 steps of 45.00 deg, spacing 2.500 nm: deficit 5.04 %
3 steps of 30.00 deg, spacing 1.667 nm: deficit 2.26 %
4 steps of 22.50 deg, spacing 1.250 nm: deficit 1.28 %
8 steps of 11.25 deg, spacing 0.625 nm: deficit 0.32 %
magnetostatic density mu0*Ms^2/2 = 402.1 kJ/m^3
exchange length = 5.69 nm
magnetostatic energy, uniform rotation x to y = 0.1569 eV
magnetostatic/continuum exchange energy = 15.7 %
largest bend of the rotation = 2.24 deg
exchange energy change by bending = 0.31 %
anisotropy constant = 500 J/m^3 (rough)
anisotropy energy scale = 0.00039 eV
fcc lattice constant = 0.355 nm (rough)
atomic layer steps across d = 28
lattice deficit of continuum reference = 0.026 %
kT at 300 K = 0.0259 eV
missing energy / kT = 7.33
Ms(400 K)/Ms(300 K) = 0.95 (rough)
fall of A from 300 K to 400 K = 9.8 % (rough)
fall of continuum energy = 0.10 eV (rough)
\end{verbatim}
